**Crystallisation nose and critical cooling rate: closed formulas against the full model**

The program tests a closed estimate for the temperature of fastest crystallisation and for the critical cooling rate $q_c=T_m\delta/t_n$. Here $T_m$ is the melting temperature, $t_n$ the time to reach crystal fraction $x$ at the nose, $\delta$ the effective reduced temperature window, and $\theta_g=T_g/T_m$ the reduced glass temperature. It asserts that the nucleation prefactor agrees within 2% with a numerical solution of the cluster rate equations. For six values of $\theta_g$ from 0.45 to 0.70 it asserts that the nose equation lies within 0.01 of the numerical maximum of $Iu^3$, with $I$ the nucleation rate and $u$ the growth speed, and that the closed cooling rate lies within 25% of the full double integral. A separate time-marching calculation of the crystal fraction confirms that integral. For $\theta_g=0.60$ the output gives a nose at 874 K, and $q_c$ of $1.00\times10^4$ K/s from the closed formula against $9.2\times10^3$ K/s from the integral. Over the whole range $q_c$ falls from about $10^8$ to about 2 K/s. The first correction to the closed cooling rate is worked out in the text and is not asserted by the program.

## Program and output

```python
"""
Result under test: the temperature of fastest crystallisation of an undercooled
liquid and the critical cooling rate for glass formation.

theta   = T/T_m, reduced temperature;  theta_g = T_g/T_m;  theta_0 = c*theta_g
s       = entropy of fusion per atom (k_B = 1);  alpha = reduced interface energy
Gamma   = nu0*exp(-D/(theta-theta_0)), atomic jump rate, with Gamma(T_g) = 1/tau_g
D       = ln(nu0*tau_g)*(theta_g-theta_0);  B = 16*pi*alpha^3*s/3
Nose:     4D/(theta-theta_0)^2 = B(3 theta-1)/(theta^2 (1-theta)^3)
Cooling:  q_c = T_m*delta/t_nose,  delta = (4 sqrt(2 pi) w/kappa^3)^(1/4)
kappa   = d ln(growth rate)/d theta;  w = Gaussian width of I*u^3 in theta
Lengths are in units of the atomic spacing a unless a name says otherwise.
"""
import numpy as np
from scipy import constants
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

KB_EV = constants.k / constants.e
T_MELT = 0.1          # eV
SPACING = 2.5         # angstrom
NU0 = 1.0e13          # 1/s
TAU_G = 100.0         # s
FRACTION = 1.0e-6     # largest crystal fraction still called a glass


class Liquid:
    def __init__(self, theta_g, alpha=0.45, c=0.7, s=1.0):
        self.theta_g, self.alpha, self.c, self.s = theta_g, alpha, c, s
        self.theta_0 = c * theta_g
        self.L = np.log(NU0 * TAU_G)
        self.D = self.L * (theta_g - self.theta_0)
        self.B = 16 * np.pi * alpha**3 * s / 3

    def log_jump(self, th):
        return np.log(NU0) - self.D / (th - self.theta_0)

    def barrier(self, th):
        return self.B / (th * (1 - th)**2)

    def log_nucleation(self, th):      # per atom and second
        return (np.log(2) + self.log_jump(th)
                + 0.5 * np.log(self.alpha * self.s / th) - self.barrier(th))

    def log_growth(self, th):          # spacings per second
        return self.log_jump(th) + np.log(-np.expm1(-self.s * (1 - th) / th))

    def log_product(self, th):         # ln(I u^3)
        return self.log_nucleation(th) + 3 * self.log_growth(th)

    def peak(self, log_function):
        found = minimize_scalar(lambda th: -log_function(th), method="bounded",
                                bounds=(self.theta_0 + 0.02, 0.9995),
                                options={"xatol": 1e-10})
        return found.x

    def nose_equation_root(self):
        def balance(th):
            return (4 * self.D / (th - self.theta_0)**2
                    - self.B * (3 * th - 1) / (th**2 * (1 - th)**3))
        return brentq(balance, max(self.theta_0, 1 / 3) + 1e-6, 1 - 1e-6)

    def nose_time(self, th):
        return (3 * FRACTION / np.pi)**0.25 * np.exp(-self.log_product(th) / 4)

    def kappa(self, th):
        return (self.D / (th - self.theta_0)**2
                - self.s / th**2 / np.expm1(self.s * (1 - th) / th))

    def width(self, th):
        curvature = (8 * self.D / (th - self.theta_0)**3
                     + self.B * (2 - 8 * th + 12 * th**2)
                     / (th**3 * (1 - th)**4))
        return curvature**-0.5

    def window(self, th):
        return (4 * np.sqrt(2 * np.pi) * self.width(th)
                / self.kappa(th)**3)**0.25

    def rate_estimate(self):           # reduced temperature per second
        th = self.nose_equation_root()
        return self.window(th) / self.nose_time(th)

    def rate_integral(self):           # full double integral over temperature
        th = np.linspace(self.theta_0 + 0.01, 0.999, 12001)
        grown = cumulative_trapezoid(np.exp(self.log_growth(th)), th, initial=0)
        total = trapezoid(np.exp(self.log_nucleation(th)) * grown**3, th)
        return (4 * np.pi / 3 * total / FRACTION)**0.25


def crystal_fraction(liq, th_start, th_end, duration, steps=4000):
    """March number, radius, radius^2 and radius^3 sums of crystals in time."""
    th = np.linspace(th_start, th_end, 2 * steps + 1)
    nucleation = np.exp(liq.log_nucleation(th))
    growth = np.exp(liq.log_growth(th))
    dt = duration / steps

    def slope(y, k):
        u = growth[k]
        return np.array([nucleation[k], u * y[0], 2 * u * y[1], 3 * u * y[2]])

    y = np.zeros(4)
    for i in range(steps):
        k1 = slope(y, 2 * i)
        k2 = slope(y + dt / 2 * k1, 2 * i + 1)
        k3 = slope(y + dt / 2 * k2, 2 * i + 1)
        k4 = slope(y + dt * k3, 2 * i + 2)
        y = y + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    return 4 * np.pi / 3 * y[3]


def chain_nucleation_rate(liq, th):
    """Steady flux through clusters n = 1, 2, ... from the rate equations."""
    shape = (36 * np.pi)**(1 / 3)
    drive = liq.s * (1 - th) / th
    surface = shape * liq.alpha * liq.s / th
    n_crit = (2 * surface / (3 * drive))**3
    n = np.arange(1, int(5 * n_crit) + 1)
    work = surface * n**(2 / 3) - drive * n
    attach = shape * n**(2 / 3) * np.exp(liq.log_jump(th))
    detach = np.zeros(len(n))
    detach[1:] = attach[:-1] * np.exp(work[1:] - work[:-1])
    m = len(n) - 2                     # unknown clusters 2 .. N-1
    bands = np.zeros((3, m))
    bands[1] = attach[1:-1] + detach[1:-1]
    bands[0, 1:] = -detach[2:-1]
    bands[2, :-1] = -attach[1:-2]
    source = np.zeros(m)
    source[0] = attach[0] * np.exp(-work[0])
    population = solve_banded((1, 1), bands, source)
    return attach[-2] * population[-1], n_crit


liq = Liquid(0.60)
th_root = liq.nose_equation_root()
th_nose = liq.peak(liq.log_product)
th_nuc = liq.peak(liq.log_nucleation)
th_grow = liq.peak(liq.log_growth)

# Barrier: maximise the work of a sphere in eV and angstrom.
sigma = liq.alpha * liq.s * T_MELT / SPACING**2
drive_ev = liq.s * T_MELT * (1 - th_root)


def sphere_work(r):
    return (4 * np.pi * r**2 * sigma
            - 4 * np.pi * r**3 / (3 * SPACING**3) * drive_ev)


top = minimize_scalar(lambda r: -sphere_work(r), bounds=(0.1, 60),
                      method="bounded", options={"xatol": 1e-9})
radius = 2 * sigma * SPACING**3 / drive_ev
work_crit = liq.barrier(th_root) * th_root * T_MELT
assert abs(-top.fun / work_crit - 1) < 1e-8
assert abs(top.x / radius - 1) < 1e-5
best = minimize_scalar(liq.barrier, bounds=(0.05, 0.95), method="bounded")
assert abs(best.x - 1 / 3) < 1e-4

# Nucleation prefactor: saddle-point formula against the cluster chain.
chain_rate, n_crit = chain_nucleation_rate(liq, th_root)
formula_rate = np.exp(liq.log_nucleation(th_root))
assert abs(formula_rate / chain_rate - 1) < 0.02   # next order in T/W*

# Ordering of the three peaks, and the fixed-temperature transformation law.
assert th_nuc < th_nose < th_grow
t_nose = liq.nose_time(th_root)
isothermal = crystal_fraction(liq, th_root, th_root, t_nose)
assert abs(isothermal / FRACTION - 1) < 1e-3

# Local slope and width at the nose by finite differences.
h = 1e-4
slope_fd = (liq.log_growth(th_root + h) - liq.log_growth(th_root - h)) / (2 * h)
assert abs(slope_fd / liq.kappa(th_root) - 1) < 1e-4
curv_fd = -(liq.log_product(th_root + h) - 2 * liq.log_product(th_root)
            + liq.log_product(th_root - h)) / h**2
assert abs(curv_fd**-0.5 / liq.width(th_root) - 1) < 0.05  # slow factors omitted

# Closed formulas against the full model for a range of glass temperatures.
table = []
for theta_g in (0.45, 0.50, 0.55, 0.60, 0.65, 0.70):
    item = Liquid(theta_g)
    root, full = item.nose_equation_root(), item.peak(item.log_product)
    q_est, q_full = item.rate_estimate(), item.rate_integral()
    q_naive = (1 - root) / item.nose_time(root)
    assert abs(root - full) < 0.01
    assert abs(q_est / q_full - 1) < 0.25          # leading saddle-point order
    assert q_naive / q_full > 3
    # Marching stops at T_g, so this also tests that colder growth is negligible.
    marched = crystal_fraction(item, 0.99, theta_g, (0.99 - theta_g) / q_full)
    assert abs(marched / FRACTION - 1) < 2e-3
    table.append((theta_g, root, q_est, q_full, q_naive / q_full))
assert all(a[1] < b[1] and a[3] > b[3] for a, b in zip(table, table[1:]))

q_est, q_full = liq.rate_estimate(), liq.rate_integral()
faster = crystal_fraction(liq, 0.99, 0.60, (0.99 - 0.60) / (2 * q_full))
assert abs(16 * faster / FRACTION - 1) < 2e-3

# Slope with respect to theta_g at fixed c.
dg = 1e-3
low, high = Liquid(0.60 - dg), Liquid(0.60 + dg)
slope_time = -(np.log(high.nose_time(high.peak(high.log_product)))
               - np.log(low.nose_time(low.peak(low.log_product)))) / (2 * dg)
slope_formula = -liq.L * (1 - liq.c) * th_nose / (th_nose - liq.theta_0)**2
slope_rate = np.log(high.rate_integral() / low.rate_integral()) / (2 * dg)
assert abs(slope_time / slope_formula - 1) < 1e-3
assert abs(slope_rate / slope_formula - 1) < 0.12  # the window also narrows

# Steady-state assumption: time to diffuse over the barrier top.
zeldovich_attach = 2 * np.sqrt(liq.alpha * liq.s / th_root)
sites = (36 * np.pi)**(1 / 3) * n_crit**(2 / 3)
lag = sites / (zeldovich_attach**2 * np.exp(liq.log_jump(th_root)))
dwell = liq.width(th_root) / q_full
assert lag < dwell

# Sensitivity to interface energy and to fragility.
q_alpha = Liquid(0.60, alpha=0.50).rate_integral()
q_strong = Liquid(0.60, c=0.5).rate_integral()
assert q_alpha < q_full and q_strong < q_full

print(f"melting temperature k_B T_m = {T_MELT:.3f} eV = {T_MELT/KB_EV:.0f} K")
print(f"atomic spacing a = {SPACING:.2f} angstrom")
print(f"s = {liq.s:.2f}, alpha = {liq.alpha:.2f}, c = {liq.c:.2f} (no unit)")
print(f"nu0 = {NU0:.1e} 1/s, tau_g = {TAU_G:.0f} s, x = {FRACTION:.0e}")
print(f"L = {liq.L:.3f}, B = {liq.B:.4f} (no unit)")
print("worked case theta_g = 0.60:")
print(f"theta_0 = {liq.theta_0:.3f}, D = {liq.D:.4f} (no unit)")
print(f"nose, from nose equation: theta = {th_root:.4f}")
print(f"nose, full maximum of I u^3: theta = {th_nose:.4f}")
print(f"nose temperature = {th_root*T_MELT:.5f} eV"
      f" = {th_root*T_MELT/KB_EV:.0f} K")
print(f"nucleation peak: theta = {th_nuc:.4f}")
print(f"growth peak: theta = {th_grow:.4f}")
print("at the root of the nose equation:")
print(f"interface energy = {sigma:.5f} eV/angstrom^2")
print(f"driving force per atom = {drive_ev:.5f} eV")
print(f"barrier W* = {work_crit:.4f} eV, W*/T = {liq.barrier(th_root):.3f}")
print(f"critical radius = {radius:.3f} angstrom, atoms = {n_crit:.1f}")
print(f"jump rate = {np.exp(liq.log_jump(th_root)):.4e} 1/s")
print(f"nucleation rate I = {formula_rate/SPACING**3:.4e} 1/(angstrom^3 s)")
print(f"I formula / cluster chain = {formula_rate/chain_rate:.5f}")
print(f"growth rate u = {SPACING*np.exp(liq.log_growth(th_root)):.4e} angstrom/s")
print(f"nose time = {t_nose:.4e} s")
print(f"kappa = {liq.kappa(th_root):.3f}, w = {liq.width(th_root):.5f}")
print(f"window delta = {liq.window(th_root):.5f},"
      f" 1 - theta_n = {1-th_root:.4f}")
print(f"q_c closed formula = {q_est*T_MELT:.4e} eV/s"
      f" = {q_est*T_MELT/KB_EV:.3e} K/s")
print(f"q_c full integral = {q_full*T_MELT:.4e} eV/s"
      f" = {q_full*T_MELT/KB_EV:.3e} K/s")
print(f"lag scale = {lag:.3e} s, time in nose width = {dwell:.3e} s")
print(f"d ln(1/t_n)/d theta_g: formula {slope_formula:.3f},"
      f" numeric {slope_time:.3f}")
print(f"d ln q_c/d theta_g, full integral = {slope_rate:.3f}")
print(f"decades of q_c per 0.1 in theta_g = {0.1*slope_rate/np.log(10):.3f}")
print(f"q_c factor for alpha 0.45 -> 0.50: {q_alpha/q_full:.4f}")
print(f"q_c factor for c 0.7 -> 0.5: {q_strong/q_full:.4f}")
print("theta_g theta_n q_closed(eV/s) q_full(eV/s) q_full(K/s) naive/full")
for g, root, est, full, ratio in table:
    print(f"{g:.2f} {root:.4f} {est*T_MELT:.3e} {full*T_MELT:.3e}"
          f" {full*T_MELT/KB_EV:.2e} {ratio:.2f}")
print("OK")
```

Running it gives:

```
melting temperature k_B T_m = 0.100 eV = 1160 K
atomic spacing a = 2.50 angstrom
s = 1.00, alpha = 0.45, c = 0.70 (no unit)
nu0 = 1.0e+13 1/s, tau_g = 100 s, x = 1e-06
L = 34.539, B = 1.5268 (no unit)
worked case theta_g = 0.60:
theta_0 = 0.420, D = 6.2170 (no unit)
nose, from nose equation: theta = 0.7528
nose, full maximum of I u^3: theta = 0.7493
nose temperature = 0.07528 eV = 874 K
nucleation peak: theta = 0.6719
growth peak: theta = 0.9532
at the root of the nose equation:
interface energy = 0.00720 eV/angstrom^2
driving force per atom = 0.02472 eV
barrier W* = 2.4990 eV, W*/T = 33.195
critical radius = 9.103 angstrom, atoms = 202.2
jump rate = 7.7190e+04 1/s
nucleation rate I = 2.9279e-11 1/(angstrom^3 s)
I formula / cluster chain = 1.00433
growth rate u = 5.4010e+04 angstrom/s
nose time = 3.7932e-03 s
kappa = 51.585, w = 0.01579
window delta = 0.03277, 1 - theta_n = 0.2472
q_c closed formula = 8.6390e-01 eV/s = 1.003e+04 K/s
q_c full integral = 7.8871e-01 eV/s = 9.153e+03 K/s
lag scale = 9.027e-04 s, time in nose width = 2.002e-03 s
d ln(1/t_n)/d theta_g: formula -71.612, numeric -71.612
d ln q_c/d theta_g, full integral = -75.073
decades of q_c per 0.1 in theta_g = -3.260
q_c factor for alpha 0.45 -> 0.50: 0.0537
q_c factor for c 0.7 -> 0.5: 0.0172
theta_g theta_n q_closed(eV/s) q_full(eV/s) q_full(K/s) naive/full
0.45 0.6994 1.204e+04 1.045e+04 1.21e+08 6.05
0.50 0.7183 7.043e+02 6.233e+02 7.23e+06 6.70
0.55 0.7360 2.995e+01 2.695e+01 3.13e+05 7.43
0.60 0.7528 8.639e-01 7.887e-01 9.15e+03 8.26
0.65 0.7689 1.550e-02 1.432e-02 1.66e+02 9.22
0.70 0.7844 1.546e-04 1.444e-04 1.68e+00 10.32
OK
```
